Activation dipole from the field dependence of a ferroelectric reversal rate

**Problem**

A ferroelectric hafnia film, 10 nm thick, is held at 300 K. Its polarization reversal is thermally activated. When the field is raised from 1.0 to 1.1 MV/cm, the reversal rate rises tenfold. Assume that the prefactor of the rate is the same at both fields. What activation dipole follows, what does it say about the region that switches, and how far can the number be trusted?

The field E is the component along the switching direction, positive when it favours reversal. It is at first taken as the voltage divided by the film thickness. Dipoles are in electron-angstroms (e Å).

**First estimate by scaling**

A field step ΔE acting on a dipole p changes an energy by pΔE. An activated rate responds strongly once this change is comparable with the thermal energy k_B T, so the scale of the dipole is

p ~ k_B T/ΔE.

Since 1 MV/cm is 10⁸ V/m and 1 Å is 10⁻¹⁰ m, 1 MV/cm equals 0.01 V/Å. The step of 0.1 MV/cm is therefore 0.001 V/Å. With k_B T = 0.02585 eV,

p ~ 0.02585 eV/(0.001 V/Å) ≈ 26 e Å.

This fixes the order of magnitude, but it does not use the fact that the rise was tenfold.

**Exact solution**

*What the activation dipole is.* Let s be the switching coordinate and U(s,E) the free energy along it at fixed temperature. With a linear coupling to the field,

U(s,E) = U₀(s) − E m(s),

where m(s) is the dipole along the field. The barrier is the difference between the saddle s_b and the starting well s_a:

G(E) = U(s_b,E) − U(s_a,E).

Both points move when the field changes. For either of them the chain rule gives

dU/dE = (∂U/∂s)(ds/dE) + ∂U/∂E.

At a well or a saddle ∂U/∂s = 0, so the first term vanishes. The second is −m. Hence

p(E) ≡ −dG/dE = m(s_b) − m(s_a).

The activation dipole is the dipole gained on the way to the saddle. It is not the dipole change of the complete reversal.

*From rate to dipole.* The activated rate is

k(E) = k₀ exp[−G(E)/(k_B T)].

Write k₁ and k₂ for the rates at E₁ and E₂ = E₁ + ΔE. The logarithm of their ratio is

ln(k₂/k₁) = ln(k₀,₂/k₀,₁) + [G(E₁) − G(E₂)]/(k_B T).

Because p = −dG/dE, the barrier drop is the integral of p over the interval, which is ΔE times its average:

G(E₁) − G(E₂) = ∫ p dE = p_avg ΔE.

A constant prefactor removes the first logarithm. Solving for the average gives

p_avg = k_B T ln(k₂/k₁)/ΔE.

No straight-line form of G(E) was assumed. For the given data,

p_avg = 0.025852 eV × 2.3026/(0.001 V/Å) = 59.5 e Å,

or 9.54 × 10⁻²⁸ C m. The barrier falls by 0.0595 eV between the two fields.

**Comparison of the two**

The scaling estimate is the dipole that would multiply the rate by e = 2.718. A tenfold rise needs ln 10 = 2.303 such steps, and this factor takes 26 e Å to 59.5 e Å. The dependence on T and ΔE was already right.

The logarithm also makes the result tolerant of errors in the rates. A small relative error δ in the ratio shifts the dipole by δ k_B T/ΔE, so a 10% error costs about 2.6 e Å. A small relative error in ΔE changes the dipole by the same fraction, in the opposite direction.

**An average, not a local value**

The Merz form k ∝ exp(−E_a/E) shows how much p can vary inside the interval. Its barrier is G = k_B T E_a/E, so

p(E) = k_B T E_a/E².

The tenfold rise fixes the activation field:

E_a(1/E₁ − 1/E₂) = ln 10,

E_a = ln 10 × E₁E₂/ΔE = 2.3026 × 1.0 × 1.1/0.1 = 25.3 MV/cm.

Inserting E_a into p(E) gives

p(E₁) = p_avg E₂/E₁ = 65.5 e Å,

p(E₂) = p_avg E₁/E₂ = 54.1 e Å.

Their product is p_avg², so the inferred value is the geometric mean of the two local ones. As ΔE → 0 they merge, and the formula becomes p = k_B T d(ln k)/dE.

**A model with a known saddle**

The inference can be tried on a model that does not assume an activated rate law. Take a double well,

U(s,E) = B(1 − s²)² − p₀sE,

with B = 1.5 eV, a chosen value. Let the motion be overdamped with friction γ, so that the diffusion coefficient is D = k_B T/γ. The mean time τ(s) to reach s = 1, a point past the saddle and close to the bottom of the far well, from a starting point s obeys

D exp(U/k_B T) d/ds[exp(−U/k_B T) dτ/ds] = −1.

No probability flows out at the far left. One integration from there, and a second from the starting well to s = 1 where τ = 0, give

τ(s_a) = (1/D) ∫ dy exp[U(y)/k_B T] ∫ dz exp[−U(z)/k_B T],

with y running from s_a to 1 and z from the far left to y. The rate is 1/τ(s_a).

These rates rise tenfold between the two fields when p₀ = 76.1 e Å. The wells and the saddle then follow from ∂U/∂s = 0. The dipole difference between saddle and starting well is 60.9 e Å at the lower field and 59.2 e Å at the higher, with an average of 60.1 e Å. The inferred 59.5 e Å is low by 0.5 e Å, about 1% of the true average.

The cause is a small change of prefactor. For a barrier well above k_B T, the overdamped Kramers prefactor is proportional to

[U″(s_a)|U″(s_b)|]^(1/2).

Its logarithm changes by −0.0201 between the two fields. The first-passage rates, once the barrier drop is taken out, leave −0.0208. Multiplied by k_B T/ΔE, this is the missing 0.5 e Å.

The model also separates activation from complete reversal. At zero field the wells lie at s = ±1 and the saddle at s = 0, so the activation dipole is p₀ and the complete reversal changes the dipole by 2p₀, about 152 e Å.

**Reading the number as a volume**

Suppose that at the saddle a region of volume V has fully reversed its polarization P_s, while the rest is unchanged. The polarization there changes by 2P_s, so

p = 2P_sV.

With a rough P_s of 50 μC/cm², which is 0.5 C/m²,

V = 9.54 × 10⁻²⁸ C m/(2 × 0.5 C/m²) = 0.95 nm³.

A rough cell edge of 0.51 nm gives a cell volume of 0.133 nm³, so V holds about 7 cells. If instead the region were only halfway, with zero polarization at the saddle, the change would be P_sV, and the same dipole would require twice the volume. The dipole alone does not decide between these pictures, nor does it give the shape of the region.

One fully reversed cell would contribute 8.3 e Å. The same field step would then raise the rate by a factor of only

exp(8.28 × 0.001/0.025852) = 1.38.

Within this picture, a tenfold rise means that several cells are reversed at the saddle. It does not tell whether they reversed at once or one after another.

**What a changing prefactor does**

Keeping the prefactor term in the logarithm gives

p_avg = (k_B T/ΔE)[ln(k₂/k₁) − ln(k₀,₂/k₀,₁)].

If k₀ is proportional to E, its logarithm rises by ln 1.1 = 0.095 and the dipole becomes 57.1 e Å. If k₀ doubles, for instance because twice as many nucleation sites become active, the dipole falls to 41.6 e Å. Two rates at one temperature cannot separate such a change from a lowering of the barrier.

**What a spread of sites does**

Let the sites share the same prefactor and zero-field barrier, but let their dipoles have a Gaussian distribution with mean p̄ and standard deviation σ. Take each dipole as independent of field. The initial rate, averaged over sites, is proportional to the average of exp(pE/k_B T). Completing the square in the Gaussian integral gives

⟨exp(pE/k_B T)⟩ = exp[p̄E/(k_B T) + σ²E²/(2k_B²T²)].

Take the logarithm at E₂, subtract that at E₁, and multiply by k_B T/ΔE. Since E₂² − E₁² = ΔE(E₁ + E₂),

p_apparent = p̄ + σ²(E₁ + E₂)/(2k_B T).

For a chosen σ of 6 e Å the second term is

36 × 0.021/(2 × 0.025852) = 14.6 e Å.

The mean site dipole behind the observed tenfold rise is then 44.9 e Å, not 59.5 e Å. Sites with large dipoles switch fastest and dominate the initial rate.

This shift depends on the assumption of equal zero-field barriers. If the barrier contains a term cp, with c a constant field, each exponent becomes p(E − c)/(k_B T). The same steps then replace (E₁ + E₂)/2 by (E₁ + E₂)/2 − c. A positive c smaller than the mean field reduces the shift.

**Heating and the field inside the film**

If the sample warms by δT at the higher field only, and G does not itself depend on temperature, the logarithm of the rate gains

δ(ln k) = GδT/(k_B T²).

In the double well the barrier at the higher field is 0.754 eV, which gives 0.097 for 1 K. The first-passage rates also give 0.097. This heating would add a false 2.5 e Å to the inferred dipole.

An interface layer changes the meaning of the field. Let the film proper have thickness t_f and permittivity ε_f, and the layer t_i and ε_i. The voltage V_a and the continuity of displacement require

t_fE_f + t_iE_i = V_a,

ε₀ε_fE_f + P = ε₀ε_iE_i,

where P is the net polarization left after compensation by interface charge, held fixed. Eliminating E_i gives

E_f(t_f + t_iε_f/ε_i) = V_a − t_iP/(ε₀ε_i).

The fixed P shifts E_f but not its slope. The shift need not be small: with the layer chosen below, an uncompensated 0.1 C/m² moves E_f by 0.5 MV/cm. This leaves p_avg unchanged but alters the Merz and site-spread numbers, which depend on the absolute field. With d = t_f + t_i, the film field changes by d/(t_f + t_iε_f/ε_i) times the nominal step ΔV_a/d. For a 0.5 nm layer within the 10 nm, and chosen permittivities of 30 for the film and 10 for the layer, this is 10/(9.5 + 1.5) = 0.909. The dipole referred to the film field is therefore larger, 59.5/0.909 = 65.5 e Å.

**Small effects in this example**

For a parabolic barrier top of frequency f and motion without friction, tunnelling multiplies the classical rate by (u/2)/sin(u/2), with u = hf/(k_B T) < 2π. A rough f of 5 THz gives 1.027. A factor common to both fields cancels in the ratio. If f follows the barrier curvature of the double well, its change between the two fields leaves an effect of only about 0.01 e Å. The corresponding quantum correction for the starting well, sinh(u_a/2)/(u_a/2) with u_a taken from the well frequency at the same mass, contributes about 0.03 e Å, also negligible. In the overdamped double well, the back-switching rate at the lower field is about 4 × 10⁻²⁶ times the forward rate.

**Beside a real film**

A thickness of 10 nm and fields near 1 MV/cm are typical of hafnia capacitors. With a rough breakdown field of 4 MV/cm, the higher field is at roughly a quarter of breakdown, though this does not exclude leakage or slow wear. The polarization of 50 μC/cm² is a rough value for a fully aligned polar crystal; polycrystalline films often show a smaller remanent value. Such films have grains of different orientation and local surroundings, so their sites are not identical. If the measured rate is the initial one, the chosen spread above, with equal zero-field barriers, lowers the inferred mean dipole from 59.5 to 44.9 e Å. That full shift holds only while a very small fraction has switched. For independent sites and a rate taken from the time to switch a given fraction, the shift is about 11 e Å at 1% switched and 7 e Å at 10%. The time in which half of the sites switch is set mainly by sites near the mean dipole, and the shift there is only about 0.2 e Å.

The inference also requires the same activated step to control the rate at both fields. It fails if the circuit limits the switching or if the controlling step changes from nucleation to wall motion, and it loses accuracy if the barrier falls to a few k_B T. Under the stated assumptions the answer is an average activation dipole of about 60 e Å along the field. As a property of a typical site in a real film, it is known much less closely than that arithmetic suggests. The remaining digits are in the numerical output.

Table of computed values

```
temperature: 300 K; thermal energy: 0.025852 eV
fields: 1.0 and 1.1 MV/cm; rate ratio: 10
field step: 0.001000 V/angstrom; ln(ratio): 2.302585
barrier drop kT ln(ratio): 0.05953 eV
INFERRED activation dipole: 59.53 e A
  the same in SI: 9.537e-28 C m
-- double-well test, first-passage rates --
zero-field barrier B: 1.50 eV; fitted p0: 76.06 e A
barriers at the two fields: 0.8138 and 0.7538 eV
saddle-minus-well dipole at E1: 60.88 e A
saddle-minus-well dipole at E2: 59.24 e A
its interval average: 60.06 e A
inferred minus true average: -0.54 e A
ln prefactor change, Kramers: -0.0201
ln prefactor change, from rates: -0.0208
-- Merz form with the same tenfold rise --
activation field: 25.33 MV/cm
local dipole at E1, E2: 65.48, 54.11 e A
-- equivalent fully reversed region --
polarization: 50 uC/cm2; cell edge: 0.51 nm (rough)
volume: 0.954 nm3; number of cells: 7.19
dipole change of one reversed cell: 8.28 e A
rate ratio if one cell were the saddle: 1.377
-- neglected effects --
dipole if prefactor is proportional to E: 57.06 e A
dipole if prefactor doubles: 41.61 e A
site spread sigma: 6.0 e A; upward shift: 14.62 e A
mean site dipole behind the tenfold rise: 44.90 e A
1 K heating at E2: ln k rises 0.0968
  false addition to the dipole: 2.50 e A
film: 10 nm in all, interface layer 0.5 nm
relative permittivities: film 30, layer 10
film field step / nominal step: 0.9091
dipole referred to the film field: 65.48 e A
barrier-top frequency: 5.0 THz (rough)
tunnelling factor at E1: 1.0272
  its effect on the dipole: -0.0080 e A
back-switching / forward rate at E1: 3.8e-26
breakdown field: 4 MV/cm (rough)
highest field / breakdown field: 0.275
```
